X2C decoupling-matrix responses for NMR shielding with London orbitals

Appendix: the X2C shielding tensor with London orbitals

A nucleus with magnetic moment m sits inside a closed-shell molecule in a uniform field B. The field drives currents in the electron cloud, and these currents change the field at the nucleus. The total energy acquires a term bilinear in B and m,

E(B, m) = E₀ − m·B + Σ_uv B_u σ_uv m_v + …

and the electronic part defines the shielding tensor

σ_uv = ∂²E/∂B_u∂m_v at B = m = 0.   (1)

The first index belongs to the field. In exact two-component theory (X2C) the one-electron Hamiltonian is built from a decoupling matrix X and a renormalization matrix R, both obtained from the one-electron Dirac matrix. That matrix depends on B and m, so X and R do as well, and (1) requires their first and mixed second derivatives.

1. Conventions

Hartree atomic units are used, with electron charge −1 and α = 1/c. The kinematic momentum is π = p + A_B + A_m, with

A_B = ½ B × (r − O),   A_m = α² m × r_N / r_N³,   r_N = r − R_N.

O is the gauge origin and R_N the position of the nucleus, a point charge and point dipole. The factor α² is μ₀/4π in these units. We write π_B = p + A_B and [M]₊ = M + M†. Superscripts B, m and Bm denote ∂/∂B_u, ∂/∂m_v and ∂²/∂B_u∂m_v at zero field and moment, and τ stands for any of them. B and m are real, so (M†)^τ = (M^τ)†. All matrices are in the 2n-dimensional spinor basis (n real spatial functions χ_μ times two spin functions). The decoupling is that of the one-electron problem, and the two-electron integrals are used untransformed.

2. Basis and Dirac matrix

The large component is expanded in London orbitals centred at R_μ,

ω_μ = exp[−(i/2) (B × (R_μ − O))·r] χ_μ.

Acting with p = −i∇ on the phase brings down −½ B × (R_μ − O). Adding A_B cancels O:

η_μ ≡ π_B ω_μ = exp[−(i/2) (B × (R_μ − O))·r] (p + ½ B × (r − R_μ)) χ_μ.   (2)

In any matrix element the two phases combine to exp[(i/2) (B × (R_μ − R_ν))·r], so O is absent from every matrix at every B.

The small component is expanded in φ_μ = σ·η_μ/(2c), which is restricted magnetic balance for B only. With the rest energy shifted out, the Dirac operator has blocks V, cσ·π, cσ·π and V − 2c². Define

S = ⟨ω|ω⟩,  V = ⟨ω|V|ω⟩,  T = ½⟨σ·η|σ·η⟩,  W = ⟨σ·η|V|σ·η⟩,  K = ½⟨ω|σ·A_m σ·η⟩.

The upper-right block is c⟨ω|σ·(π_B + A_m)|φ⟩ = ½⟨ω|σ·π_B σ·η⟩ + K = T + K, because σ·π_B is Hermitian. The small-component overlap is ⟨φ|φ⟩ = 2T/(4c²), and the lower-right block is W/(4c²) − 2c²·2T/(4c²). The matrix equation is 𝔻C = 𝕄Cε, with 𝔻 having rows (V, P) and (P†, Z), 𝕄 = diag(S, N), and

P = T + K,   Z = W/(4c²) − T,   N = T/(2c²).   (3)

Spin is handled by σ_kσ_l = δ_kl + i Σ_j ε_jkl σ_j applied to spatial matrices ⟨a_k|f|b_l⟩.

The moment appears only in K, and linearly. At B = m = 0, P = T. The nonzero derivatives are

S^B, V^B, P^B = T^B, Z^B = W^B/(4c²) − T^B, N^B = T^B/(2c²), P^m = K^m, P^{Bm} = K^{Bm}.

S, V, Z and N have no m or Bm derivative. With θ_μ(r) = ½(e_u × R_μ)·r (the O part cancels between bra and ket) and a_v = α² e_v × r_N/r_N³, differentiation of the basis functions gives

ω_μ^B = −iθ_μ χ_μ,   η_μ^B = −iθ_μ pχ_μ + ½ e_u × (r − R_μ) χ_μ,

and the product rule gives

S^B = [⟨χ|ω^B⟩]₊,  V^B = [⟨χ|V|ω^B⟩]₊,
T^B = ½[⟨σ·pχ|σ·η^B⟩]₊,  W^B = [⟨σ·pχ|V|σ·η^B⟩]₊,
K^m = ½⟨χ|σ·a_v σ·pχ⟩,
K^{Bm} = ½⟨ω^B|σ·a_v σ·pχ⟩ + ½⟨χ|σ·a_v σ·η^B⟩.

In particular S^B_μν = (i/2)(e_u × (R_μ − R_ν))·⟨χ_μ|r|χ_ν⟩. K is not Hermitian, and P† must be kept distinct from P in everything below.

3. The equation for X

Normalize C†𝕄C = 1 and split the eigenvectors into 2n positive-energy columns (C^L₊; C^S₊) with eigenvalues ε₊ and 2n negative-energy columns (C^L₋; C^S₋) with ε₋. Define X by C^S₊ = X C^L₊ and Λ = C^L₊ ε₊ (C^L₊)⁻¹. The two rows of the eigenvalue equation, multiplied from the right by (C^L₊)⁻¹, read

SΛ = V + PX,   (4a)
P† + ZX = NXΛ.   (4b)

Both hold at every B and m and may be differentiated.

4. Responses of X

Response to m. From (4a), SΛ^m = P^mX + PX^m. From (4b), P^{m†} + ZX^m = NX^mΛ + NXΛ^m. Insert Λ^m, multiply by N⁻¹ from the left and collect X^m on the left:

(N⁻¹Z − XS⁻¹P)X^m − X^mΛ = −N⁻¹P^{m†} + XS⁻¹P^mX.

Response to B. From (4a), S^BΛ + SΛ^B = V^B + P^BX + PX^B. From (4b), P^{B†} + Z^BX + ZX^B = N^BXΛ + NX^BΛ + NXΛ^B. The same two operations give the same left side.

Mixed response. Differentiate the two m equations with respect to B. The first gives

S^BΛ^m + SΛ^{Bm} = P^{Bm}X + P^mX^B + P^BX^m + PX^{Bm}.

The second gives

P^{Bm†} + Z^BX^m + ZX^{Bm} = N^B(X^mΛ + XΛ^m) + N(X^{Bm}Λ + X^mΛ^B + X^BΛ^m + XΛ^{Bm}).

Inserting Λ^{Bm} again produces the same left side. All three cases are therefore the Sylvester equation

AX^τ − X^τΛ = −N⁻¹f₁ + XS⁻¹f₂ + f₃,   A = N⁻¹Z − XS⁻¹P,   (5)

with

m:  f₁ = P^{m†},  f₂ = P^mX,  f₃ = 0;
B:  f₁ = P^{B†} + Z^BX − N^BXΛ,  f₂ = V^B + P^BX − S^BΛ,  f₃ = 0;
Bm: f₁ = P^{Bm†} + Z^BX^m − N^B(X^mΛ + XΛ^m),
    f₂ = P^{Bm}X + P^mX^B + P^BX^m − S^BΛ^m,
    f₃ = X^mΛ^B + X^BΛ^m,

and Λ^τ = S⁻¹(f₂ + PX^τ) for τ = B, m, each with its own f₂.

Solution. Let Y = C^S₋ − XC^L₋. The negative-energy eigenvectors satisfy C^S₋ε₋ = N⁻¹(P†C^L₋ + ZC^S₋) and C^L₋ε₋ = S⁻¹(VC^L₋ + PC^S₋), so

Yε₋ = N⁻¹(P†C^L₋ + ZC^S₋) − XS⁻¹(VC^L₋ + PC^S₋),
AY = N⁻¹ZC^S₋ − N⁻¹ZXC^L₋ − XS⁻¹PC^S₋ + XS⁻¹PXC^L₋.

The C^S₋ terms cancel in the difference, leaving

AY − Yε₋ = −[N⁻¹(P† + ZX) − XS⁻¹(V + PX)]C^L₋ = −[XΛ − XΛ]C^L₋ = 0

by (4). Orthogonality of the two branches, C^{L†}₋SC^L₊ + C^{S†}₋NXC^L₊ = 0, gives C^{S†}₋NX = −C^{L†}₋S. Then

C^{S†}₋NY = C^{S†}₋NC^S₋ + C^{L†}₋SC^L₋ = 1,

so Y⁻¹ = C^{S†}₋N, Y⁻¹N⁻¹ = C^{S†}₋ and Y⁻¹XS⁻¹ = −C^{L†}₋. Normalization of the positive branch gives C^{L†}₊S̃C^L₊ = 1 with S̃ = S + X†NX, so (C^L₊)⁻¹ = C^{L†}₊S̃. Write X^τ = YU^τ(C^L₊)⁻¹. Multiplying (5) by Y⁻¹ from the left and C^L₊ from the right turns the left side into ε₋U^τ − U^τε₊, and

U^τ_pi = [(−C^{S†}₋f₁ − C^{L†}₋f₂ + C^{S†}₋Nf₃)C^L₊]_pi / (ε_p − ε_i),
X^τ = Y U^τ C^{L†}₊ S̃,   (6)

with p negative-energy and i positive-energy. The index i runs over all positive-energy states, occupied or not. The denominators are negative and, as long as the binding energies are small compared with c², not much smaller than 2c² in magnitude. The solution is unique as long as the two branches are disjoint. N⁻¹ does not appear in (6).

5. Responses of S̃ and R

The product rule on S̃ = S + X†NX, with N Hermitian and S^m = N^m = 0, gives

S̃^m = [X†NX^m]₊,
S̃^B = S^B + X†N^BX + [X†NX^B]₊,
S̃^{Bm} = [X†NX^{Bm} + X†N^BX^m + X^{B†}NX^m]₊,   (7)

the last by differentiating each of the three factors of X†NX^m with respect to B.

R converts the metric S̃ to S. Solve S̃Ξ = SΞλ with Ξ†SΞ = 1. Since X†NX is positive semidefinite, λ ≥ 1. Set

R = Ξ λ^(−1/2) Ξ†S.

From Ξ⁻¹ = Ξ†S and Ξ†S̃Ξ = λ follow ΞΞ† = S⁻¹, S̃⁻¹ = Ξλ⁻¹Ξ†, R² = Ξλ⁻¹Ξ†S = S̃⁻¹S, and

R†S̃R = SΞλ^(−1/2) λ λ^(−1/2)Ξ†S = S.

R is the positive square root of S̃⁻¹S at every B and m. Differentiating S̃R² = S once gives S̃^τR² + S̃(R²)^τ = S^τ, that is

R^BR + RR^B = (R²)^B = S̃⁻¹(S^B − S̃^BR²),
R^mR + RR^m = (R²)^m = −S̃⁻¹S̃^mR².   (8)

Differentiating S̃^mR² + S̃(R²)^m = 0 with respect to B gives S̃^{Bm}R² + S̃^m(R²)^B + S̃^B(R²)^m + S̃(R²)^{Bm} = 0, and (R²)^{Bm} = R^{Bm}R + R^mR^B + R^BR^m + RR^{Bm}. Therefore

R^{Bm}R + RR^{Bm} = −R^BR^m − R^mR^B − S̃⁻¹[S̃^{Bm}R² + S̃^B(R²)^m + S̃^m(R²)^B].   (9)

Equations (8) and (9) have the form R^τR + RR^τ = J. In the eigenbasis of R, with ρ_k = λ_k^(−1/2),

R^τ = Ξ Ĵ Ξ†S,   Ĵ_kl = (Ξ†SJΞ)_kl/(ρ_k + ρ_l),

and the denominators are positive. The first S^B in (8) must be kept together with the S^B contained in S̃^B. As c → ∞, R → 1 and S̃^B → S^B, and R^B vanishes only because the two cancel.

6. Responses of the Hamiltonian

Projecting 𝔻 on the columns (1; X) gives L = V + [PX]₊ + X†ZX, and h = R†LR is the X2C Hamiltonian with metric S. With Z Hermitian,

L^m = [P^mX + PX^m + X†ZX^m]₊,
L^B = V^B + X†Z^BX + [P^BX + PX^B + X†ZX^B]₊.

Differentiating L^m term by term with respect to B,

L^{Bm} = [P^{Bm}X + P^mX^B + P^BX^m + PX^{Bm} + X^{B†}ZX^m + X†Z^BX^m + X†ZX^{Bm}]₊.   (10)

For τ = B or m, h^τ = R†L^τR + [R†LR^τ]₊. The B derivative of R†L^mR is R†L^{Bm}R + [R†L^mR^B]₊, and that of R†LR^m is R^{B†}LR^m + R†L^BR^m + R†LR^{Bm}. Hence

h^{Bm} = R†L^{Bm}R + [R†L^mR^B + R^{B†}LR^m + R†L^BR^m + R†LR^{Bm}]₊.   (11)

7. The shielding tensor

Take E = tr(Dh) + ½tr(DG[D]), with D = C_oC_o† built from the occupied two-component spinors, F = h + G[D], FC = SCε and C†SC = 1. G is linear and symmetric, tr(D₁G[D₂]) = tr(D₂G[D₁]). For any perturbation write C^τ = Cu^τ. Orthonormality gives u^τ + u^{τ†} = −C†S^τC, so

D^τ = C_o(u_oo + u_oo†)C_o† + [C_vu_voC_o†]₊ = −DS^τD + [C_vu_voC_o†]₊.   (12)

At any B, ∂E/∂m = tr(D ∂h/∂m) + tr(F ∂D/∂m), because the two-electron integrals contain only ω and do not depend on m. S does not depend on m either, so ∂D/∂m has only the virtual–occupied part, and tr(FC_vu_voC_o†) = tr(u_voC_o†FC_v) = 0. Thus ∂E/∂m = tr(D ∂h/∂m) for all B, and one more derivative gives

σ_uv = tr(Dh^{Bm}) + tr(D^Bh^m).   (13)

For D^B, differentiate FC_o = SC_oε_o and project on a virtual spinor a. The term containing ε_o^B drops out by orthogonality, leaving F^B_ai + ε_au_ai = ε_iS^B_ai + ε_iu_ai, so

u_ai = (F^B − ε_iS^B)_ai/(ε_i − ε_a),   F^B = h^B + G^B[D] + G[D^B].   (14)

G^B[D] is built from the differentiated London integrals. With R_μν = R_μ − R_ν, the pair phases give

(μν|κλ)^B = (i/2) e_u × R_μν·(μ r ν|κλ) + (i/2) e_u × R_κλ·(μν|κ r λ).

Equation (14) is solved iteratively, and G[D^B] must include the −DS^BD part of (12).

Independence of O holds matrix by matrix. A rigid translation t changes the pair phase by the constant exp[(i/2)(B × (R_μ − R_ν))·t], which maps every matrix M to w†Mw with w diagonal and unitary. Equations (4) and the positive square root are covariant under this map, so X, R, h and D transform in the same way and E(B, m) is unchanged. Only the sum in (13) is guaranteed invariant. With w = 1 − iBϑ + …, the first term changes by i tr(D[ϑ, h^m]) and the second by the opposite amount.

8. Which responses of X are needed

All three responses enter (11), but they do not all affect σ equally. Replace X by X′ = X + δ and build R′ from X′ so that R′†S̃′R′ = S. Expand (1; X′) = C₊a + C₋b. Then b = C₋†𝕄(1; X′) = C^{S†}₋Nδ, since (1; X) has no negative-energy part, and a → (C^L₊)⁻¹ as δ → 0. In the basis C₊ + C₋β, β = ba⁻¹, the projected Hamiltonian is ε₊ + β†ε₋β and the metric is 1 + β†β. The eigenvalues of h′ therefore differ from ε₊ only at order δ²:

Δ Σ_i ε_i = Σ_i Σ_p |β_pi|² (ε_p − ε_i),   β = Y⁻¹δC^L₊ to leading order.

For non-interacting electrons E is the sum of occupied eigenvalues. With δ = 0, σ equals the four-component value in the same basis. Dropping X^{Bm} means δ = O(Bm), dropping X^m and X^{Bm} means δ = O(m), and dropping X^B and X^{Bm} means δ = O(B), each up to terms in B² and m². In none of these cases does δ² contain a Bm term, so σ is unchanged. Dropping all three gives β = −(BU^B + mU^m) and the error

Δσ = 2 Re Σ_ip U^{B*}_pi U^m_pi (ε_p − ε_i),   i occupied.

The matrix h itself changes at first order. Write (1; X′)R′ = C₊a′ + O(δ) negative-energy part, so that h′ = a′†ε₊a′ and a′†a′ = S to first order. With a′ = a₀(1 + κ) relative to the exact a₀, one has κ† = −SκS⁻¹ and δh = hκ + κ†h, so

tr(Dδh) = tr[S⁻¹(SDh − hDS)κ].

This vanishes when D is built from eigenvectors of h. In a self-consistent calculation SDF = FDS, so SDh − hDS = GDS − SDG, which is not zero. The cancellation is then incomplete, and (13) is the exact derivative of the implemented energy only with all responses included. For the same reason a test on one-electron energies cannot detect an error in X^{Bm}; it shows up only in the matrix itself or, weakly, in a self-consistent energy.

9. Nonrelativistic limit

For c → ∞, Z → −T and N → 0, so (4b) gives X → 1 and R → 1, and A → −2c². For B, f₁ = T^B − T^B + O(c⁻²), the right side of (5) is O(1), and X^B = O(c⁻²). This is the effect of magnetic balance. For m, −2c²X^m ≈ −2c²T⁻¹P^{m†}, so X^m → T⁻¹K^{m†} is not small relative to K^m. It enters only through (P + X†Z) → T − T and (P^B + X†Z^B) → T^B − T^B, or multiplied by X^B or N, and so drops out. X^{Bm} drops out of L^{Bm} through the first of these combinations, and out of S̃^{Bm}, and hence R^{Bm}, through the factor N. Thus h^m → [K^m]₊ and h^{Bm} → [K^{Bm}]₊.

For an atom with all centres at the nucleus, and the nucleus placed at the coordinate origin, θ = 0. With b = ½e_u × r, the anticommutator ½{σ·a_v, σ·b} = a_v·b gives

h^{Bm} → (α²/2)(δ_uv r² − r_ur_v)/r³,

the diamagnetic operator, and h^B → ½{σ·p, σ·b} = b·p + ½σ·(∇ × b) = ½(L_u + σ_u). For an s² ion L_u annihilates the occupied orbital and σ_u maps the occupied pair onto itself, so u_vo = 0. The spherical average r_ur_v → δ_uv r²/3 yields the Lamb formula σ = (α²/3)⟨Σ 1/r⟩, positive, which fixes the overall sign.

10. Limits of validity

Equation (13) needs a nondegenerate closed-shell state with an occupied–virtual gap; open shells have additional temperature-dependent terms. If the two-electron integrals are picture-change transformed with X and R, G depends on m and (13) acquires further terms. If the small basis is also balanced for m, then N, Z and S̃ gain explicit m derivatives and sections 4 to 6 lengthen accordingly. For a point nucleus of charge Z_N, the 1s radial functions (r times the amplitudes) behave as r^γ with γ = √(1 − (Z_Nα)²), the point-dipole integrals behave as ∫r^(2γ−2)dr, and they converge only for γ > ½. Even then Gaussians approach them slowly.

11. Worked example: Ge³⁰⁺

The inputs are Z_N = 32, two electrons, c = 137.035999 and α² = 53.25135 ppm. Then Z_Nα = 0.233515, γ = 0.972353, and the 1s length scale a₀/Z_N is 0.016537 Å. Two even-tempered bases are chosen (exponents in bohr⁻²): a large one, s 4·2.5^k (k < 25) and d 10·3^k (k < 14), and a small one, s 8·3^k (k < 13) and d 20·4^k (k < 6). The d functions enter because both perturbations couple s₁/₂ to d₃/₂; with magnetic balance their effect is small, lowering σ without electron repulsion by about 0.6 ppm in the large basis. The component computed is σ_zz; both perturbations then conserve m_j = ±½, so only the yz, z² and xz functions of each d shell are kept. On one centre S^B = 0 and G^B = 0.

Without electron repulsion, the large basis gives ε(1s) = −519.1761 hartree against the Dirac value −519.1768 hartree = −14127.5 eV. Equation (13) gives

σ = 1028.414 + 289.138 = 1317.552 ppm,

equal to the four-component sum over states, 1317.552 ppm. The Lamb value is (2·32/3)·53.25135 = 1136.029 ppm, so relativity adds about 182 ppm, 16 % of the Lamb value. The response term, zero in the nonrelativistic limit, is 289 ppm, while the expectation-value term lies below the Lamb value. An outside check, not used in the derivation, is the known closed form for a Dirac 1s electron,

σ = −(4Z_Nα²/9)[1/3 − 1/(6(1+γ)) + 2/γ − 3/(2γ−1)].

The bracket is 0.333333 − 0.084501 + 2.056866 − 3.175591 = −0.869893. For two electrons σ = (8·32/9)·0.869893·53.25135 = 1317.631 ppm. The large basis is low by 0.079 ppm. The small basis gives 1029.198 + 284.986 = 1314.184 ppm, low by 3.447 ppm, so the small-basis numbers below are not basis-set limits. With c raised to 10⁴ the small basis gives σ/α² = 21.33403 against ⟨Σ 1/r⟩/3 = 21.33367, a relative difference of 1.7·10⁻⁵, of the order of (Z_N/c)².

At the Hartree–Fock level in the small basis, E = −1017.8084 hartree = −27696.0 eV, ε(1s) = −498.7105 hartree = −13570.6 eV, and

σ = 1020.0661 + 284.7884 = 1304.8545 ppm,

against 1304.8540 ppm from finite differences of the energy. These digits hold for the small basis only: the large basis gives E = −1017.841 hartree and σ = 1308.2 ppm, about 3.4 ppm higher. In this basis and with the untransformed interaction, repulsion lowers σ by 1314.1840 − 1304.8545 = 9.3295 ppm (9.34 ppm in the large basis). The picture-change error of that interaction is not assessed here, so the changes listed next measure consistency with the implemented energy, not the accuracy of σ. The changes in σ on dropping responses, in ppm, are:

X^{Bm}: bare below 10⁻¹¹, Hartree–Fock −0.048
X^m and X^{Bm}: bare below 10⁻¹¹, Hartree–Fock −0.016
X^B and X^{Bm}: bare below 10⁻¹¹, Hartree–Fock −0.053
all X responses: bare +52.2, Hartree–Fock +51.2
all X and R responses: bare +113, Hartree–Fock +112

The first three lines follow section 8. Dropping X^{Bm} leaves the response term at 284.788 ppm, since X^{Bm} enters only h^{Bm}. Dropping X^m as well moves the two terms to 1023.849 and 280.989 ppm, shifts of almost 4 ppm that nearly cancel, so each term of (13) depends on which responses are kept far more strongly than their sum does. The total error is then smaller than for X^{Bm} alone; section 8 gives no reason to expect this in general. Freezing X costs 51.2/1304.9 = 3.9 %, and freezing R as well costs 8.6 %. In the large basis the last line of the list becomes +114 and +113, while the other nonzero entries and both percentages move by no more than one unit in the last digit.

For chosen B = 10 T = 4.25438·10⁻⁵ au and m = 1 μ_N = 2.72309·10⁻⁴ au, mB = 3.15245·10⁻⁷ eV, and the shielding energy is 1304.8545·10⁻⁶ × 3.15245·10⁻⁷ eV = 4.1135·10⁻¹⁰ eV = 1.5117·10⁻¹¹ hartree, a small-basis value that is about 0.3 % low.

12. What the numerical check covers

The numerical check below evaluates all one-electron matrices by quadrature of their definitions, at zero and finite field, and uses α²m as the parameter, so it reports σ/α² for the two-centre case. The London terms are exercised on a model that is not meant to describe the real molecule: nuclear charges 5 and 1 (B–H) at a chosen distance of 1.23 Å = 2.32436 bohr, 4 electrons, 20 functions, c = 20 to magnify relativity, and a separable field-dependent interaction of strength 0.3 hartree with direct and exchange parts. For this model the grid reproduces the analytic S, T, V and the spin-free part of W to 5.3·10⁻⁶, measured relative to the diagonal elements, and S^B to 5.9·10⁻⁹ in absolute terms. For the small germanium basis the corresponding error in S, T, V and the spin-free part of W is 4.4·10⁻⁹; the large basis is not compared with analytic integrals. The nine matrices X^τ, R^τ, h^τ agree with Richardson finite differences to about 2·10⁻⁷ or better (largest deviation divided by the largest element of the finite-difference matrix), for (u, v) = (x, x) and (x, y). Without interaction σ_xx/α² = −33.3736086 in both X2C and four-component form. With interaction (gap 0.34979 hartree = 9.518 eV), σ_xx/α² = 3.743070 − 17.537926 = −13.794856, equal to the finite-difference value, and σ_zz/α² = 4.498154. Dropping X^{Bm} changes σ_xx/α² by −3.75·10⁻⁵ and dropping all X responses by 0.152. Translation by (3, −2, 5) bohr leaves σ_xx unchanged. It leaves both terms unchanged separately as well, which is a consequence of symmetry: ϑ is constant on each atom and hence axially symmetric, h^m for v = x is not, and tr(D[ϑ, h^m]) vanishes. With a common gauge origin in place of London phases, σ_xx/α² is −13.68988 for the origin at boron and −17.85722 for the origin at (3, −2, 5) bohr.

Values computed for the example and the checks

```
c = 137.035999 au, alpha^2 = 53.25135 ppm, hartree = 27.211386 eV, bohr = 0.529177 A
BH model: R = 1.23 A = 2.32436 bohr, 4 electrons, 20 AOs, g = 0.3 hartree, c = 20.0
grid vs analytic: S,T,V,W 5.3e-06; S^B 5.9e-09
u=x v=x X: rel. error vs FD  B 2e-09  m 1e-08  Bm 2e-08
u=x v=x R: rel. error vs FD  B 2e-09  m 3e-08  Bm 2e-07
u=x v=x h: rel. error vs FD  B 7e-11  m 2e-09  Bm 4e-08
u=x v=y X: rel. error vs FD  B 2e-09  m 1e-08  Bm 2e-08
u=x v=y R: rel. error vs FD  B 2e-09  m 3e-08  Bm 2e-07
u=x v=y h: rel. error vs FD  B 7e-11  m 2e-09  Bm 1e-07
bare sigma_xx/alpha^2: X2C -33.3736086  4c -33.3736086 au
SCF E = -32.416281 hartree, gap = 0.34979 hartree = 9.518 eV
SCF sigma_xx/alpha^2 = 3.743070 + -17.537926 = -13.794856, FD -13.794856 au
SCF sigma_zz/alpha^2 = 3.605659 + 0.892495 = 4.498154 au
SCF sigma_xx/alpha^2 change on dropping X^Bm: -3.75e-05 au
SCF sigma_xx/alpha^2 change on dropping X^m,X^Bm: 1.38e-05 au
SCF sigma_xx/alpha^2 change on dropping X^B,X^Bm: -3.11e-05 au
SCF sigma_xx/alpha^2 change on dropping all X: 1.52e-01 au
translated by (3,-2,5) bohr, London: 3.743070 + -17.537926 = -13.794856 au
common gauge origin at B: -13.68988; at (3,-2,5) bohr: -17.85722 au
Ge30+: Z = 32, Z alpha = 0.233515, gamma = 0.972353, a0/Z = 0.016537 A
large basis: s 4*2.5^k k<25, d 10*3^k k<14; small: s 8*3^k k<13, d 20*4^k k<6 (bohr^-2)
eps(1s) large -519.1761, Dirac -519.1768 hartree = -14127.5 eV
bare large: 1028.414 + 289.138 = 1317.552 ppm
bare 4c SOS 1317.552, closed form 1317.631, Lamb 1136.029 ppm
radial step 0.22: grid error 2.7e-06, aliasing estimate 3.2e-06
radial step 0.17: grid error 4.4e-09, aliasing estimate 1.2e-08
small, c=1e4: sigma/alpha^2 21.33403, <sum 1/r>/3 21.33367 au
HF E = -1017.8084 hartree = -27696.0 eV; eps(1s) = -498.7105 hartree = -13570.6 eV
bare small: 1029.1980 + 284.9860 = 1314.1840 ppm
HF small:   1020.0661 + 284.7884 = 1304.8545 ppm, FD 1304.8540 ppm
drop X^Bm: change bare 3.78e-13, HF -4.79e-02 ppm; HF terms 1020.018 + 284.788
drop X^m,X^Bm: change bare 0.00e+00, HF -1.62e-02 ppm; HF terms 1023.849 + 280.989
drop X^B,X^Bm: change bare 1.84e-12, HF -5.29e-02 ppm; HF terms 1022.700 + 282.102
drop all X: change bare 5.22e+01, HF 5.12e+01 ppm; HF terms 1077.661 + 278.419
drop all X,R: change bare 1.13e+02, HF 1.12e+02 ppm; HF terms 1131.890 + 285.244
B = 10 T = 4.25438e-05 au, m = 1 mu_N = 2.72309e-04 au, mB = 3.15245e-07 eV
sigma m B (HF) = 1.5117e-11 hartree = 4.1135e-10 eV
```
